\section*{Thickness and Remaining Reflectance of a Quarter-Wave Alumina Coating on Silicon}

\section{Problem}

A silicon wafer is coated with alumina by atomic layer deposition. Light of vacuum wavelength $\lambda=600$ nm arrives from air at normal incidence. The refractive indices are $n_0=1$ for air, $n_1=1.65$ for the film and $n_s=3.9$ for silicon.

\begin{enumerate}
\item What is the smallest film thickness $d$ that minimises the reflected power?
\item What fraction $R$ of the incident power is still reflected at that thickness?
\end{enumerate}

Take the film to be uniform, with flat parallel faces, and all three indices to be real. The wafer is thick enough that no light returns from its rear face; this assumption is examined in the last section. First estimate both answers from the two strongest reflected beams, then solve the wave problem in full and compare.

\section{First estimate: two beams}

\subsection{Reflection at one interface}

Let $z$ point into the wafer and let the fields vary in time as $e^{-i\omega t}$. With $k_0=2\pi/\lambda$, a wave travelling forward in a medium of index $n$ is $e^{ink_0z}$. The electric field $E$ is parallel to the interfaces and therefore continuous across them. Faraday's law gives $dE/dz=i\omega B$, where $B$ is the magnetic field, also parallel to the interfaces. In nonmagnetic media $B$ is continuous, and so $dE/dz$ is continuous too.

Let a wave of unit amplitude pass from medium $a$ to medium $b$, with reflected amplitude $r_{ab}$ and transmitted amplitude $t_{ab}$. The reflected wave runs backward, so its derivative has the opposite sign. After division by $ik_0$ the two conditions are
\begin{equation}
1+r_{ab}=t_{ab},\qquad n_a(1-r_{ab})=n_b t_{ab}.
\end{equation}
Inserting the first into the second gives $n_a-n_b=(n_a+n_b)r_{ab}$, hence
\begin{equation}
r_{ab}=\frac{n_a-n_b}{n_a+n_b},\qquad t_{ab}=\frac{2n_a}{n_a+n_b}.
\label{eq:interface}
\end{equation}
For the two faces of the film,
\begin{equation}
r_{01}=\frac{1-1.65}{1+1.65}=-0.2453,\qquad
r_{12}=\frac{1.65-3.9}{1.65+3.9}=-0.4054 .
\end{equation}
Without a film, the reflectance would be $[(1-3.9)/(1+3.9)]^2=35.03$ percent.

\subsection{Thickness}

The first reflected beam comes from the top of the film. The second enters the film, reflects from the silicon and leaves again, having covered an optical path longer by $2n_1d$. The index rises at both faces, so both reflections carry the same minus sign, and the relative phase of the beams comes from the path alone. They oppose each other when the extra path is half a wavelength:
\begin{equation}
2n_1d=\frac{\lambda}{2}\quad\Longrightarrow\quad
d=\frac{\lambda}{4n_1}=\frac{600\ \mathrm{nm}}{4\times1.65}=90.91\ \mathrm{nm}.
\label{eq:quarter}
\end{equation}
The thickness thus scales as the wavelength inside the film, $\lambda/n_1$, and is one quarter of it.

\subsection{Reflectance}

The second beam crosses the top face twice. From Eq.~\eqref{eq:interface}, the two crossings multiply its amplitude by
\begin{equation}
t_{01}t_{10}=\frac{4n_0n_1}{(n_0+n_1)^2}
=\frac{(n_0+n_1)^2-(n_0-n_1)^2}{(n_0+n_1)^2}=1-r_{01}^2 .
\label{eq:crossings}
\end{equation}
The half-wave path adds a factor $-1$. The second amplitude is therefore $-(1-r_{01}^2)r_{12}=0.3810$, and the estimate is
\begin{equation}
R_{\text{two beams}}=(-0.2453+0.3810)^2=1.84\ \text{percent}.
\end{equation}
Light reflected more than once at the silicon has been left out.

\section{Exact solution of the model}

\subsection{Matching the waves at both faces}

Put the top of the film at $z=0$ and the silicon surface at $z=d$. With an incident wave of unit amplitude, the fields are
\begin{align}
E&=e^{in_0k_0z}+r\,e^{-in_0k_0z} && (z<0),\\
E&=a\,e^{in_1k_0z}+b\,e^{-in_1k_0z} && (0<z<d),\\
E&=t\,e^{in_sk_0(z-d)} && (z>d).
\end{align}
There is no backward wave in the silicon because nothing returns from its rear face. Define the phase gained in one crossing of the film, $\delta=n_1k_0d=2\pi n_1d/\lambda$. Continuity of $E$ and $dE/dz$ at $z=d$ requires
\begin{equation}
ae^{i\delta}+be^{-i\delta}=t,\qquad
n_1\left(ae^{i\delta}-be^{-i\delta}\right)=n_st .
\end{equation}
Substitute $t$ from the first equation into the second and collect the terms in $a$ and $b$:
\begin{equation}
(n_1-n_s)\,ae^{i\delta}=(n_1+n_s)\,be^{-i\delta}
\quad\Longrightarrow\quad
\frac{b}{a}=r_{12}e^{2i\delta}\equiv\rho .
\end{equation}
The number $\rho$ is the reflection from the silicon as seen at the top of the film. Continuity at $z=0$ gives
\begin{equation}
1+r=a(1+\rho),\qquad n_0(1-r)=n_1a(1-\rho).
\end{equation}
Multiply the second equation by $1+\rho$ and use the first to replace $a(1+\rho)$:
\begin{equation}
n_0(1-r)(1+\rho)=n_1(1+r)(1-\rho).
\end{equation}
Moving the terms with $r$ to one side yields
\begin{equation}
r\left[(n_0+n_1)+(n_0-n_1)\rho\right]=(n_0-n_1)+(n_0+n_1)\rho .
\end{equation}
Division by $n_0+n_1$ then gives
\begin{equation}
r=\frac{r_{01}+\rho}{1+r_{01}\rho}
=\frac{r_{01}+r_{12}e^{2i\delta}}{1+r_{01}r_{12}e^{2i\delta}} .
\label{eq:film}
\end{equation}

\subsection{Which thickness gives the minimum}

The reflected fraction of the power is $R=|r|^2$, since the incident and reflected waves travel in the same medium. Write $p=r_{01}r_{12}$. The squared moduli in Eq.~\eqref{eq:film} are
\begin{align}
|r_{01}+\rho|^2&=r_{01}^2+r_{12}^2+2p\cos2\delta,\\
|1+r_{01}\rho|^2&=1+p^2+2p\cos2\delta .
\end{align}
In their difference the cosine cancels, leaving $1+r_{01}^2r_{12}^2-r_{01}^2-r_{12}^2=(1-r_{01}^2)(1-r_{12}^2)$. Hence
\begin{equation}
1-R=\frac{(1-r_{01}^2)(1-r_{12}^2)}{1+p^2+2p\cos2\delta}.
\label{eq:trans}
\end{equation}
The thickness enters through the cosine alone. Here $p=0.0994$ is positive, so the denominator is smallest, and $R$ is smallest, when $\cos2\delta=-1$. The first solution is $\delta=\pi/2$, which is $d=\lambda/(4n_1)=90.91$ nm. This answers the first question: the film should be 91 nm thick.

The sign of $p$ is the condition for this result. It is positive when $n_1$ lies between $n_0$ and $n_s$. If the film index exceeds that of silicon, $p$ is negative and the quarter-wave thickness gives a maximum. A quarter-wave film of index 4.5 on the same silicon reflects 45.84 percent, more than the bare surface.

\subsection{The remaining reflectance}

At the minimum $e^{2i\delta}=-1$, and Eq.~\eqref{eq:film} becomes $r=(r_{01}-r_{12})/(1-r_{01}r_{12})$. Multiply numerator and denominator by $(n_0+n_1)(n_1+n_s)$. The numerator is
\begin{equation}
(n_0-n_1)(n_1+n_s)-(n_1-n_s)(n_0+n_1)=2n_0n_s-2n_1^2,
\end{equation}
because the terms $n_0n_1$ and $n_1n_s$ cancel. The denominator is
\begin{equation}
(n_0+n_1)(n_1+n_s)-(n_0-n_1)(n_1-n_s)=2n_0n_s+2n_1^2,
\end{equation}
where the same terms cancel. Therefore
\begin{equation}
R=\left(\frac{n_0n_s-n_1^2}{n_0n_s+n_1^2}\right)^2
=\left(\frac{3.9-2.7225}{3.9+2.7225}\right)^2
=(0.1778)^2=3.16\ \text{percent}.
\label{eq:result}
\end{equation}
This answers the second question: about 3.2 percent of the power is reflected. The film absorbs nothing, so the other 96.8 percent enters the silicon, compared with 65.0 percent for the bare surface.

Two limits help in reading the result. The reflectance of a quarter-wave film vanishes when $n_1=\sqrt{n_0n_s}=1.975$, where $r_{01}=r_{12}$. Alumina has a lower index, so its top face reflects too weakly to cancel the light from the silicon. At twice the quarter-wave thickness, $e^{2i\delta}=1$, as for $d=0$; the film then has no effect on $R$, which returns to 35.03 percent.

The numerical output below also gives the result of integrating the wave equation directly through the 90.91 nm film: 3.16 percent.

\section{Comparison of the two answers}

The estimate gives the right thickness but too small a reflectance, 1.84 instead of 3.16 percent. To see why, add the missing beams. Each further round trip multiplies the amplitude by $r_{10}\rho=-r_{01}\rho$, since Eq.~\eqref{eq:interface} gives $r_{10}=-r_{01}$. The sum over all beams is a geometric series:
\begin{align}
r&=r_{01}+(1-r_{01}^2)\rho\sum_{m=0}^{\infty}(-r_{01}\rho)^m
=r_{01}+\frac{(1-r_{01}^2)\rho}{1+r_{01}\rho}\nonumber\\
&=\frac{r_{01}+r_{01}^2\rho+\rho-r_{01}^2\rho}{1+r_{01}\rho}
=\frac{r_{01}+\rho}{1+r_{01}\rho},
\end{align}
in agreement with Eq.~\eqref{eq:film}.

At the quarter-wave thickness $\rho=-r_{12}$, so the ratio of successive beams is $r_{01}r_{12}=0.0994$. It is positive, so the later beams all have the sign of the second. The third amplitude is $0.3810\times0.0994=0.0379$. That is a tenth of the second beam, but more than a quarter of the two-beam sum, $0.1357$, because the first two beams largely cancel. Squaring enlarges the relative error further: the estimate of $R$ is about 42 percent below the exact value.

The later beams also matter at the ideal index. There $r_{12}=r_{01}$, and two beams leave the amplitude $r_{01}-(1-r_{01}^2)r_{01}=r_{01}^3$, whereas the full sum is zero. At this index, complete cancellation needs the later beams.

\section{Sensitivity and the real coating}

To see how precisely the thickness must be met, set $\delta=\pi/2+\varepsilon$ with small $\varepsilon$. Then $\cos2\delta=-\cos2\varepsilon\approx-1+2\varepsilon^2$, and the denominator of Eq.~\eqref{eq:trans} becomes $(1-p)^2+4p\varepsilon^2$. To leading order, the reflectance rises above its minimum $R_{\min}$ by
\begin{equation}
\Delta R\approx(1-R_{\min})\frac{4p\,\varepsilon^2}{(1-p)^2}.
\end{equation}
A film 2 percent too thick has $\varepsilon=0.02\times\pi/2=0.0314$, which gives $\Delta R\approx0.047$ percentage points. The full formula gives the same rise, to 3.21 percent. At a rough growth rate of 0.1 nm per cycle the coating takes about 900 cycles, so an error of a few cycles matters little.

The indices used here are rough typical values for deposited alumina and for silicon near 600 nm. Of the changes listed in this paragraph, that of the film index has the largest effect. If it is 1.60, a rough value for a less dense film, and the thickness stays at 90.91 nm, $R$ rises to 4.41 percent. A silicon index of 3.94 gives 3.34 percent, and unpolarised light at 30 degrees gives 3.49 percent. An oxide layer 1.5 nm thick and of index 1.46 under the film gives 3.20 percent. Heating by 40 K, with a rough slope of the silicon index of $5\times10^{-4}$ per K, gives 3.25 percent. Each of these changes is made alone. The value 3.2 percent therefore belongs to the stated indices and angle; for another alumina-coated wafer even the first digit can differ.

Real silicon also absorbs. With a rough imaginary index of 0.02, the reflectance changes by 0.001 percentage points, while the power in the silicon falls by a factor $e$ roughly every 2.4 $\mu$m. A wafer 180 $\mu$m thick then returns a negligible amount of light from its rear face, as assumed.

Of the changes tried in this section, those of the wavelength have the largest effect. With the same film thickness and film index, and rough silicon indices of 4.30 at 500 nm and 3.78 at 700 nm, the reflectance is 9.79 and 4.86 percent. These values take the silicon index as real and the film index as independent of wavelength. Absorption in silicon, which is stronger at 500 nm, and the dispersion of alumina shift them by 0.1 to 0.2 percentage points, so they should be read as about 10 and 5 percent. The value near 3 percent describes the design wavelength and is not an average over the visible spectrum.

\section*{Computed values}
\begin{verbatim}
indices air, alumina, silicon: 1.0, 1.65, 3.9
vacuum wavelength: 600 nm
r01 (air to film): -0.2453
r12 (film to silicon): -0.4054
product r01*r12: 0.0994
quarter-wave thickness: 90.91 nm
thickness from numerical minimum: 90.91 nm
cycles at 0.1 nm per cycle: 909
film index squared: 2.7225
amplitude r at quarter wave: 0.1778
reflectance at quarter wave: 3.16 %
reflectance from wave equation: 3.16 %
reflectance with d = 91 nm: 3.16 %
reflectance of bare silicon: 35.03 %
reflectance of half-wave film: 35.03 %
first three beam amplitudes: -0.2453, 0.3810, 0.0379
two-beam estimate of reflectance: 1.84 %
ideal film index: 1.975
quarter-wave film of index 4.5: R = 45.84 %
neglected effects: R, and change in percentage points
  alumina index 1.60: 4.41 %, +1.244
  film 2 % too thick: 3.21 %, +0.047
  1.5 nm oxide (index 1.46) below film: 3.20 %, +0.038
  silicon imaginary index 0.02: 3.16 %, +0.001
  silicon index 3.94: 3.34 %, +0.178
  heating by 40 K: 3.25 %, +0.089
  incidence at 30 deg, unpolarised: 3.49 %, +0.332
largest of these: alumina index 1.60
silicon index slope used for heating: 5.0e-04 per K
at 500 nm, silicon index 4.30: R = 9.79 %
at 700 nm, silicon index 3.78: R = 4.86 %
absorption depth in silicon: 2.39 um
wafer thickness: 180 um
power left after two wafer passes: 3.2e-66
\end{verbatim}
